# Steady Electromigration Stress in a Blocked Line of Arbitrary Width

## Definitions and conventions

A metal line runs from $x=0$ to $x=L$, with uniform thickness $h$ and width $w(x)>0$. It carries a steady current. Its end faces let electrons through and stop atoms, as a conducting diffusion barrier does; its side walls stop both.

- $\phi$ is the electric potential in the metal, and $\Delta V=\phi(L)-\phi(0)$.
- $\sigma$ is the hydrostatic stress, positive in tension, and $\Delta\sigma=\sigma(L)-\sigma(0)$. Both differences are taken in the same order.
- $\Omega$ is the volume per atom, $D$ the effective atomic diffusivity averaged over the cross-section, $B$ the effective elastic modulus of the confined line, and $kT$ the thermal energy.
- $Z^*$ is the effective charge. The current exerts on an atom the force $-Z^*e\,\phi'$, where a prime means $d/dx$. This includes the direct force of the field and the push of the scattered electrons (the electron wind).

The algebra is in atomic units, where $e=1$; the symbol $e$ is kept so that the formulas can be used in other units. Electrons drift towards higher potential. For $Z^*<0$ the force on an atom also points that way, so atoms move with the electrons, from cathode to anode.

The statement to be derived is

$$\Delta\sigma=\frac{Z^*e\,\Delta V}{\Omega}. \tag{1}$$

It assumes uniform $Z^*$, $\Omega$ and temperature, linear elasticity, no void and no plastic flow. The profiles $w(x)$ and $D(x)$, and that of the resistivity $\rho$, are arbitrary.

## Chemical potential of an atom under stress

Take a piece of line that its surroundings hold at volume $V$. Stress-free, it would contain $V/\Omega$ atoms. With $N$ atoms its fractional excess is $\varepsilon=N\Omega/V-1$. Too many atoms means compression, so $\sigma=-B\varepsilon$, and the strain energy is $U=\tfrac12 VB\varepsilon^2$. Adding one atom changes it by

$$\frac{\partial U}{\partial N}=VB\varepsilon\,\frac{\partial\varepsilon}{\partial N}=VB\varepsilon\,\frac{\Omega}{V}=B\Omega\varepsilon=-\Omega\sigma .$$

The chemical potential is therefore

$$\mu=\mu_0-\Omega\sigma . \tag{2}$$

An atom has lower energy where the metal is in tension, so stress drives atoms from compressed regions to stretched ones.

## Atomic flux

Let an atom attempt hops of length $a$ at rate $\Gamma$ in each direction, and let a force $F$ act on it. A forward hop lowers its energy by $Fa$. With the barrier halfway along the hop, the two rates are $\Gamma e^{\pm Fa/2kT}$, and the mean velocity is

$$v=a\Gamma\left(e^{Fa/2kT}-e^{-Fa/2kT}\right)\simeq\frac{\Gamma a^2}{kT}F\qquad(Fa\ll kT).$$

Without a force the mean square displacement grows at the rate $2\Gamma a^2$, which is $2D$ by definition. Hence $D=\Gamma a^2$ and $v=DF/kT$, the Einstein relation.

There are $1/\Omega$ atoms per unit volume, and the total force is $F=-\mu'-Z^*e\phi'$. With (2), the flux is

$$J=\frac{D}{\Omega kT}\left(\Omega\sigma'-Z^*e\phi'\right). \tag{3}$$

The expansion in $Fa/kT$ does not limit the steady result. The unexpanded velocity also vanishes at $F=0$ and nowhere else.

## Conservation and the steady state

A unit length of line holds $(hw/\Omega)(1+\varepsilon)=(hw/\Omega)(1-\sigma/B)$ atoms. Their number changes through the difference between inflow and outflow:

$$\frac{\partial}{\partial t}\left[\frac{hw}{\Omega}\left(1-\frac{\sigma}{B}\right)\right]=-\frac{\partial(hwJ)}{\partial x}.$$

Dividing by $-h$ gives

$$\frac{w}{B\Omega}\frac{\partial\sigma}{\partial t}=\frac{\partial(wJ)}{\partial x}. \tag{4}$$

In the steady state the left side is zero, so $wJ$ is the same at every $x$. It is zero at a blocked end, hence zero everywhere. Since $w>0$, $J=0$ everywhere, and since $D>0$, (3) gives

$$\Omega\sigma'=Z^*e\phi' . \tag{5}$$

Width and diffusivity have dropped out. Integrating from $0$ to $L$ with $Z^*$ and $\Omega$ constant gives (1).

For $Z^*<0$ the anode, at the higher potential, has the lower stress: atoms pile up there and compress the metal, while the cathode is stretched.

Width still enters through the voltage. At fixed current $I$,

$$|\Delta V|=\frac{I}{h}\int_0^L\frac{\rho\,dx}{w}.$$

For uniform $\rho$ and given $L$, $h$ and mean width, the integral is smallest for a straight line, because the mean of $1/w$ is at least the reciprocal of the mean of $w$. Under those fixed conditions a taper raises $|\Delta\sigma|$. At fixed voltage it does not change it.

## What the end conditions do

One blocked end is enough for (1). If the other end meets an atom reservoir held at a given stress, $wJ$ is still constant and still zero at the blocked end. The reservoir then sets the stress level.

If both ends are open, $wJ=K$ need not vanish. Equation (3) becomes $\Omega\sigma'-Z^*e\phi'=\Omega kT\,K/(wD)$, and integration gives

$$\Omega\,\Delta\sigma=Z^*e\,\Delta V+\Omega kT\,K\int_0^L\frac{dx}{wD}.$$

The reservoirs now impose $\Delta\sigma$, this equation fixes the through-flow $K$, and both width and diffusivity matter.

## Abrupt changes of width

The derivation so far treats $\sigma$ and $\phi$ as uniform across the line, which fails near a sharp step. Keep the same flux law in vector form and define

$$\psi=\Omega\sigma-Z^*e\phi,\qquad M=\frac{D}{\Omega kT}>0,\qquad \mathbf J=M\nabla\psi .$$

This step uses uniform $Z^*$, since only then is $Z^*\nabla\phi$ equal to $\nabla(Z^*\phi)$. The steady state obeys $\nabla\cdot(M\nabla\psi)=0$, with no normal flux through any surface. Multiply by $\psi$, integrate over the metal and apply the divergence theorem:

$$0=\int\psi\,\nabla\cdot(M\nabla\psi)\,dV=\oint\psi\,M\,\nabla\psi\cdot d\mathbf S-\int M|\nabla\psi|^2dV .$$

The surface term is zero, so the last integral is zero. Its integrand is nowhere negative; hence $\nabla\psi=0$ and $\psi$ is constant. Between equipotential end faces this is again (1), without a slow-taper assumption.

This was tested on a two-dimensional line, 40 cells long, whose width drops abruptly from 16 cells to 6 at mid-length. The mobility was drawn at random between 0.2 and 2 for each link, and the steady state was found by requiring zero net flow into each cell. The stress difference divided by $Z^*e\Delta V/\Omega$ came out as 1.000000.

## Stress at each end

Equation (5) fixes differences. The level follows from the number of atoms. Integrating (4) over $x$ gives

$$\frac{1}{B\Omega}\frac{d}{dt}\int_0^Lw\sigma\,dx=\big[wJ\big]_0^L=0,$$

for uniform $B$. Let the initial stress be uniform, $\sigma_i$, and let $\langle\cdot\rangle$ denote the width-weighted mean, $\langle f\rangle=\int wf\,dx/\int w\,dx$. Then $\langle\sigma\rangle=\sigma_i$ at all times. The steady profile is $\sigma=C+Z^*e\phi/\Omega$; taking its mean gives $C=\sigma_i-Z^*e\langle\phi\rangle/\Omega$, so

$$\sigma(x)=\sigma_i+\frac{Z^*e}{\Omega}\left[\phi(x)-\langle\phi\rangle\right]. \tag{6}$$

For a linear taper let $r=w(L)/w(0)>1$ and $u=w/w(0)$, so that $dx=L\,du/(r-1)$. Let the potential rise with $x$, which puts the cathode at the narrow end. Ohm's law with uniform $\rho$ reads $\phi'=I\rho/(hw)$, and

$$\phi(x)-\phi(0)=\frac{I\rho L}{h\,w(0)(r-1)}\int_1^u\frac{du'}{u'}=\Delta V\,\frac{\ln u}{\ln r},$$

$$\Delta V=\frac{I\rho L\ln r}{h\,[w(L)-w(0)]}. \tag{7}$$

The mean needed in (6) is

$$\langle\ln u\rangle=\frac{\int_1^ru\ln u\,du}{\int_1^ru\,du}=\frac{\tfrac12r^2\ln r-\tfrac14(r^2-1)}{\tfrac12(r^2-1)}=\frac{r^2\ln r}{r^2-1}-\frac12 .$$

With $f=\langle\ln u\rangle/\ln r$, the end stresses are

$$\sigma(0)=\sigma_i-f\,\Delta\sigma,\qquad \sigma(L)=\sigma_i+(1-f)\,\Delta\sigma,$$

$$f=\frac{r^2}{r^2-1}-\frac{1}{2\ln r}. \tag{8}$$

For a nearly straight line, with $s=\ln r$ small, the first term is $1/(1-e^{-2s})\simeq1/(2s)+1/2+s/6$. Hence $f\simeq1/2+s/6$, and the two ends share the difference equally as $r\to1$. For very large $r$, $f$ tends to 1, slowly, because of the logarithm.

Two things bring the mean potential closer to that of the wide end: most of the voltage falls in the narrow half, and most of the metal lies in the wide half. The narrow end is further from the mean and takes the larger stress change.

## Non-uniform effective charge

If $Z^*$ depends on $x$, the steps up to (5) still hold in one dimension, but $Z^*$ stays inside the integral:

$$\Delta\sigma=\frac{e}{\Omega}\int_0^LZ^*(x)\,\phi'(x)\,dx . \tag{9}$$

The result now depends on where the voltage falls, and so on the taper even at fixed $\Delta V$.

If $Z^*$ varies across the current there may be no flux-free state. Zero flux needs $\Omega\nabla\sigma=Z^*e\nabla\phi$. The left side has no curl, so $\nabla Z^*\times\nabla\phi$ would have to vanish. Where it does not, atoms circulate in the steady state. In the stepped line above, letting $Z^*$ grow as $1+y/W$ across the full width $W$ left a largest flux of 0.081 times the largest flux that the electrical force alone would drive. This number holds for the grid and the random mobilities used here and changes with both; what matters is that it is not zero.

## Approach to the steady state

Write $\sigma$ as the steady profile plus $s(x)e^{-t/\tau}$. The steady part cancels in (3), leaving the flux $Ds'/kT$ times the decay factor, and (4) becomes

$$-\frac{ws}{\tau}=\frac{B\Omega}{kT}\,(wDs')',\qquad s'(0)=s'(L)=0 .$$

Multiplying by $s$ and integrating by parts gives

$$\frac1\tau=\frac{B\Omega}{kT}\,\frac{\int wD\,s'^2dx}{\int ws^2dx}.$$

This is positive unless $s$ is constant, and a constant $s$ is excluded by atom conservation. Every allowed deviation therefore decays.

For uniform $D$, set $1/\tau=(DB\Omega/kT)\,q^2$, so that $(ws')'+q^2ws=0$. In the linear taper $w$ is proportional to $\zeta=x/L+1/(r-1)$, and the equation becomes

$$\frac{d^2s}{d\zeta^2}+\frac1\zeta\frac{ds}{d\zeta}+(qL)^2s=0 .$$

Its solutions are the Bessel functions $J_0(qL\zeta)$ and $Y_0(qL\zeta)$, whose derivatives are proportional to $J_1$ and $Y_1$. A combination with zero slope at $\zeta_0=1/(r-1)$ and $\zeta_1=r/(r-1)$ exists if

$$J_1(qL\zeta_0)\,Y_1(qL\zeta_1)=J_1(qL\zeta_1)\,Y_1(qL\zeta_0). \tag{10}$$

For $r=3$ the first root is $qL=3.2712$, and a finite-volume eigenvalue calculation gives the same value. A straight line has $s=\cos(\pi x/L)$ and $qL=\pi$. At equal $L$, $D$, $B$ and $T$, this taper relaxes slightly faster.

## Worked example: a tapered cobalt line

Take hcp cobalt at 573 K with $L=5000$ nm and $h=40$ nm, widening linearly from 20 to 60 nm. The current is 40 µA and the cathode is at the narrow end, $x=0$. The resistivity, 25 µΩ cm, is a rough value for a narrow line at this temperature. $Z^*=-1$ is a model choice, and $\sigma_i=0$.

The hcp cell holds two atoms in the volume $\tfrac{\sqrt3}{2}a^2c$. With the rough lattice constants $a=0.251$ nm and $c=0.407$ nm,

$$\Omega=\frac{\sqrt3}{4}(0.251)^2(0.407)=0.01110\ \text{nm}^3 .$$

The current density falls from 5.00 MA/cm² at the narrow end to 1.67 MA/cm² at the wide end. From (7), with 1 µΩ cm equal to 10 Ω nm,

$$\frac{\Delta V}{I}=\frac{25\times10\times5000\times\ln3}{40\times(60-20)}\ \Omega=858.3\ \Omega,\qquad \Delta V=34.33\ \text{mV}.$$

Equation (1) then gives

$$\Delta\sigma=-\frac{0.03433\ \text{eV}}{0.01110\ \text{nm}^3}=-0.00309\ \text{eV/Å}^3=-495\ \text{MPa}.$$

For $r=3$, (8) gives $f=9/8-1/(2\ln3)=0.67$. The cathode is at $+332$ MPa and the anode at $-164$ MPa. A straight line at the same voltage would have $\pm248$ MPa.

An independent calculation divided the line into 80 elastic cells and moved atoms between them, taking each hop's energy from the change in strain energy plus the electrical work. The hop rate also varied along the line by the factor $1+0.8\sin(9x/L)$. Evolved from zero stress to the steady state, it gave $-495.3$ MPa for the difference, with ends at 331.8 and $-163.6$ MPa. A wavy line, $w=40\,[1+0.5\sin(7x/L)]$ nm, at the same voltage gave $-495.4$ MPa, with ends at 192 and $-303$ MPa. The difference is unchanged while the end values move, as (1) and (6) require.

Reversing the current puts the cathode at the wide end and lowers its tension to 164 MPa, about half. This favours the wide end as cathode if peak tension is the concern, for this taper at equal current, with negative uniform $Z^*$, equal initial stress and a void-free steady state.

## Size of the neglected effects

**Grain orientation.** In a hexagonal metal $Z^*$ can differ between crystal axes. Take a factor of two as a rough scale. The narrow half of the line carries $\ln2/\ln3=63.1\%$ of the voltage. By (9), halving $Z^*$ there changes $\Delta\sigma$ to $-339$ MPa, which is 32% smaller in size. Halving it in the wide half gives $-404$ MPa, 18% smaller. Both numbers keep the voltage distribution fixed. Orientation also changes $\rho$; if $Z^*\rho$ stayed constant, $\Delta\sigma$ at fixed current would not change.

**Width-dependent resistivity.** If the electron wind dominates and its force per unit current density is fixed, then $Z^*\propto1/\rho$. Take $\rho=25+100\,(1/w-1/40)$ µΩ cm with $w$ in nm, a rough size effect that gives 27.5 at the narrow end and 24.2 at the wide end. With $Z^*=-1$ where $\rho=25$ µΩ cm, the magnitude of $\Delta\sigma$ falls by 2.1% at fixed voltage. At fixed current it does not change, since $Z^*\phi'$ contains the constant product $Z^*\rho$.

**Joule heating.** The line produces heat $I^2\rho/(hw)$ per unit length. Let it flow straight down through oxide of thickness $d=100$ nm and conductivity $\kappa=1$ W/(m K), which conducts $\kappa w/d$ per unit length. The temperature rise is $I^2\rho d/(\kappa hw^2)$: 2.50 K at the narrow end and 0.28 K at the wide end. These are overestimates: the line is narrower than the oxide is thick, so most heat spreads sideways. For a line surrounded by oxide, a two-dimensional solution gives 2.4 to 3.0 W/(m K) per unit length in place of 0.2 to 0.6, and rises of about 0.2 and 0.06 K. Conduction along the line, also left out, would carry heat from the narrow end towards the wide end. A temperature gradient adds a force $-Q^*T'/T$, so the zero-flux condition gains a stress difference of size $Q^*|\Delta T|/(\Omega T)$. For an assumed heat of transport $Q^*=0.5$ eV this is 28 MPa, or 6% of $|\Delta\sigma|$, with straight-down heat flow, and about 2 MPa once sideways spreading is included.

**Elastic change of volume.** The peak tension divided by the rough modulus $B=100$ GPa is 0.33%, the fractional deficit of atoms at the cathode. The atomic volume itself changes by the stress divided by the bulk modulus of cobalt, roughly 180 GPa, which gives 0.2%. Thermal expansion matters more: the lattice constants used are room-temperature values, and at 573 K $\Omega$ is about 1% larger, which brings $\Delta\sigma$ to about $-490$ MPa.

**Voids.** Enlarging a spherical void of radius $R$ by $dR$ costs surface energy $8\pi\gamma R\,dR$ and releases $4\pi R^2\sigma\,dR$. It grows if $\sigma>2\gamma/R$. With a rough $\gamma=2$ J/m², 332 MPa opens flaws larger than about 12 nm in radius. Such a sphere is wider than the narrow end, so under this criterion a spherical flaw that fits there stays closed. The margin is thin: a sphere of 10 nm radius opens at 400 MPa, reached with $|Z^*|$ above about 1.2 or an initial tension above about 70 MPa. A long cylindrical flaw, ends ignored, grows if $\sigma>\gamma/R$, that is above 6 nm in radius, and this fits in the narrow end. Weakly bonded interfaces are not covered either, so the estimate does not show that the line stays free of voids.

## Comparison with real lines

Cobalt is used in local interconnects with widths of tens of nanometres, and a few MA/cm² at raised temperature is a reasonable accelerated-test condition. A threefold taper over 5000 nm is chosen to make the effect of shape visible. Zero initial stress is also idealised: cooling after processing can leave stresses of rough order 100 MPa, which shift both ends and leave $\Delta\sigma$ alone. The least certain input is $Z^*$, whose size and even sign are not well established for such lines; $\Delta\sigma$ scales with it and changes sign with it.

Whether the steady state is reached in service depends on how fast the atoms diffuse. With an assumed diffusivity prefactor of 0.01 cm²/s, activation energy of 1.7 eV and $B=100$ GPa, the slowest relaxation time is about $4\times10^3$ h at 573 K and $10^{11}$ h at 378 K. It scales as $1/B$. An elastic estimate for this cross-section embedded in silica gives $B$ of about 20 to 45 GPa, which lengthens both times two- to fivefold. These times depend exponentially on the activation energy, but for these inputs the steady stress is approached only in a test lasting several relaxation times, of order $10^4$ h at 573 K, and not in use at 378 K.

## Notes for implementation

$\Delta V$ is the drop within the metal between the two blocked faces. Voltage lost in barriers, vias or contacts must be subtracted. If a barrier inside the line stops atoms, (1) applies to each section separately, and zero flux does not fix the stress jump across the barrier.

In a finite-volume code, form both gradients from the same pair of cells, so that the face flux is proportional to $\Omega(\sigma_{i+1}-\sigma_i)-Z^*e(\phi_{i+1}-\phi_i)$. At zero flux these terms sum along the line to (1) between the first and last cell centres. The remaining half-cells must be added by extrapolation before comparing with the full voltage drop. The numerical output below lists the inputs and results.

## Computed values

```
INPUTS (rough values or model choices)
hcp-Co lattice a, c: 0.251, 0.407 nm
volume per atom: 0.01110 nm^3
length, thickness: 5000, 40 nm
narrow, wide width: 20, 60 nm
current: 40 microampere
resistivity: 25 micro-ohm cm
effective charge Z*: -1
test, use temperature: 573, 378 K
effective modulus: 100 GPa
RESULTS, cathode at narrow end x=0
current density narrow, wide: 5.00, 1.67 MA/cm^2
resistance: 858.3 ohm
voltage drop phi(L)-phi(0): 34.33 mV
stress difference, formula: -495.4 MPa
same, converted: -0.003092 eV/angstrom^3
stress difference, hopping: -495.3 MPa
narrow cathode stress, formula: 331.9 MPa
narrow cathode stress, hopping: 331.8 MPa
wide anode stress, formula: -163.5 MPa
wide anode stress, hopping: -163.6 MPa
reversed: wide cathode, hopping: 163.6 MPa
reversed: narrow anode, hopping: -331.8 MPa
straight line, same voltage: +/-247.7 MPa
wavy line difference, hopping: -495.4 MPa
wavy line ends: 192.0, -303.3 MPa
2D step, difference/formula: 1.000000
2D uneven Z*, max flux/max drive: 0.081
NEGLECTED EFFECTS
voltage share of narrow half: 63.1 %
Z* halved in narrow half, difference: -339.1 MPa
Z* halved in wide half, difference: -404.0 MPa
size coefficient: 100 micro-ohm cm nm
resistivity narrow end: 27.50 micro-ohm cm
resistivity wide end: 24.17 micro-ohm cm
Z*~1/resistivity, change at fixed voltage: -2.09 %
oxide thickness: 100 nm
oxide conductivity: 1.0 W/(m K)
heating narrow, wide: 2.50, 0.28 K
heat of transport: 0.5 eV
thermomigration stress size: 28.0 MPa
elastic change of atomic volume: 0.33 %
surface energy: 2.0 J/m^2
flaw radius opened at peak tension: 12.1 nm
slowest mode qL, Bessel: 3.2712
slowest mode qL, finite volume: 3.2712
diffusion prefactor: 0.01 cm^2/s
activation energy: 1.7 eV
relaxation time at test: 4.1e+03 h
relaxation time in use: 1.4e+11 h
```
